# How Compensating Donors Halve the Hole Density of Weakly Ionized Acceptors

## A case that can be counted by hand

Suppose a small block of p-type crystal holds a very large number of acceptors, of which 100 are ionized. Each ionized acceptor has released one hole, so there are 100 free holes. Holes are captured by ionized acceptors and released by neutral ones. The neutral acceptors are so numerous that their number hardly changes, and equilibrium then fixes the product

$$(\text{free holes})\times(\text{ionized acceptors})=100\times100 .$$

Now add donors, each of which gives up one electron and becomes a positive ion. If the holes are to fall to 50, the product requires 200 ionized acceptors. Their 200 negative charges must be balanced by 50 holes and 150 donor ions. Thus 150 donors halve the hole number: 1.5 times the original number of holes, as long as neutral acceptors greatly outnumber ionized ones.

The sections below derive the product rule, replace the factor 1.5 by its value at any degree of ionization, and give the conditions of use.

## Assumptions and symbols

The crystal is uniform, electrically neutral and in thermal equilibrium, and every comparison is made at fixed temperature $T$ unless stated otherwise. Energies are measured upward from the top of the valence band.

- $N_A$ is the density of single acceptors, with binding energy $E_A$ and neutral-state degeneracy $g$.
- $N_D$ is the density of single donors, with $N_D<N_A$. Their level lies many $kT$ above the Fermi level $E_F$, so they are all ionized.
- $p$ is the free-hole density, and $p_0$ is its value without donors.
- $f=p_0/N_A$ is the ionized fraction without donors. Weak ionization means $f\ll1$.

Free electrons are neglected, and the hole gas is dilute ($p\ll N_v$, with $N_v$ defined below).

## The equilibrium constant

A hole with kinetic energy $\varepsilon$ in a parabolic band of density-of-states mass $m$ has, in the dilute regime, occupation $e^{-(\varepsilon+E_F)/kT}$. Including spin,

$$p=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}e^{-E_F/kT}\int_0^\infty\sqrt{\varepsilon}\,e^{-\varepsilon/kT}\,d\varepsilon .$$

The integral equals $\tfrac12\sqrt\pi\,(kT)^{3/2}$, so

$$p=N_v e^{-E_F/kT},\qquad N_v=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

An ionized acceptor holds no hole and has statistical weight 1. A neutral one holds a hole of energy $-E_A$. The chemical potential of holes is $-E_F$, because creating a hole removes an electron. The neutral weight is therefore $g\,e^{(E_A-E_F)/kT}$, and

$$\frac{N_A^-}{N_A^0}=\frac1g\,e^{(E_F-E_A)/kT}.$$

Multiplying by $p$ cancels the Fermi level:

$$\frac{p\,N_A^-}{N_A^0}=K,\qquad K=\frac{N_v}{g}\,e^{-E_A/kT}. \tag{1}$$

Within this model $K$ does not depend on the donors. This is the product rule of the opening case, with the neutral density now kept explicit.

## Adding the donors

Neutrality requires $p+N_D=N_A^-$, which leaves $N_A^0=N_A-N_D-p$. Equation (1) becomes

$$p(p+N_D)=K(N_A-N_D-p). \tag{2}$$

Collecting powers of $p$ gives $p^2+(K+N_D)p-K(N_A-N_D)=0$. The product of its roots is negative, so one root is positive. Multiplying that root above and below by its conjugate avoids subtracting nearly equal numbers:

$$p=\frac{2K(N_A-N_D)}{K+N_D+\sqrt{(K+N_D)^2+4K(N_A-N_D)}}. \tag{3}$$

The ratio $p(p+N_D)/(N_A-N_D-p)$ rises with $p$ and also with $N_D$. Since it must stay equal to $K$, raising $N_D$ lowers $p$. The donor density that halves $p$ is therefore unique.

Without donors, (2) reads $p_0^2=K(N_A-p_0)$, so $K=p_0^2/(N_A-p_0)$. Insert this in (2) and multiply by $N_A-p_0$:

$$p(p+N_D)(N_A-p_0)=p_0^2(N_A-N_D-p).$$

Divide by $p_0^2N_A$ and write $r=p/p_0$ and $x=N_D/p_0$:

$$r(r+x)(1-f)=1-f(r+x). \tag{4}$$

## Weak ionization

If $f\ll1$ and $f(r+x)\ll1$, equation (4) reduces to

$$r(r+x)=1. \tag{5}$$

Setting $r=\tfrac12$ gives $\tfrac12+x=2$, hence $x=\tfrac32$:

$$N_D=\tfrac32\,p_0 .$$

The second condition says that ionized acceptors remain few, which requires $N_D\ll N_A$. At the halving point this needs no separate assumption: $N_D/N_A=\tfrac32f$ is small whenever $f$ is. It does limit the use of (5) at larger doses.

For a general dose, the positive root of (5) is

$$r=\sqrt{1+\frac{x^2}{4}}-\frac x2=\frac{1}{x/2+\sqrt{1+x^2/4}} .$$

When $x\gg1$ but still $N_D\ll N_A$, this tends to $r=1/x$, or $p\approx p_0^2/N_D$. The donors then set the number of ionized acceptors, and the hole density falls inversely with donor density.

## Any degree of ionization

Put $r=\tfrac12$ in (4) without approximation:

$$\left(\frac14+\frac x2\right)(1-f)=1-fx-\frac f2 .$$

The left side expands to $\tfrac14+\tfrac x2-\tfrac f4-\tfrac{fx}{2}$. Moving the terms in $x$ to the left and the others to the right gives

$$\frac{x(1+f)}{2}=\frac{3-f}{4},$$

and therefore

$$\boxed{\frac{N_D}{p_0}=\frac{3-f}{2(1+f)}=\frac32-\frac{2f}{1+f}} \tag{6}$$

The ionized fraction of acceptors at halving is $f(\tfrac12+x)$. With (6) this is $f[2-2f/(1+f)]=2f/(1+f)$. It is below 1 for every $f<1$, so the solution is admissible, and it is small when $f$ is small.

Equation (6) lies below $\tfrac32$ for $f>0$. A dose of exactly $1.5p_0$ therefore more than halves the holes, provided $1.5p_0<N_A$. To find by how much, set $x=\tfrac32$ and $r=\tfrac12+\delta$ in (4), with all terms in $r$ moved to the left:

$$(1-f)r^2+\tfrac32(1-f)r+fr=1-\tfrac32f .$$

At first order the left side is $1+\tfrac52\delta-\tfrac14f-\tfrac34f+\tfrac12f=1+\tfrac52\delta-\tfrac12f$. Hence $\tfrac52\delta=-f$, and

$$\frac{p}{p_0}=\frac12-\frac25f+O(f^2).$$

The opposite limit, $f\to1$, gives $x\to\tfrac12$. Nearly all acceptors are then ionized, so $p=N_A-N_D$, and halving the holes means cancelling half the acceptors. A numerical solution for $E_A=0.05$ eV and $N_A=10^{15}$ cm$^{-3}$ at 300 K, with the other parameters as in the example below, gives $f=0.9985$ and a factor 0.5008.

For a target ratio other than one half, solve (4) for $x$:

$$x=\frac{1-fr-(1-f)r^2}{f+(1-f)r}=\frac{(1-r)[1+(1-f)r]}{f+(1-f)r}. \tag{7}$$

Expanding the factored numerator recovers the first form.

## Worked example: boron-doped diamond

Diamond is a wide-gap power-device material in which boron is a deep acceptor and substitutional nitrogen a much deeper donor. The parameters are rough typical values: $E_A=0.37$ eV, $m=0.8\,m_e$, $g=4$, a gap of 5.47 eV and a donor level 1.70 eV below the conduction band. The chosen boron density is $N_A=10^{17}$ cm$^{-3}$, and $T=300$ K.

With $kT=25.85$ meV and $N_v=1.796\times10^{19}$ cm$^{-3}$,

$$K=\frac{1.796\times10^{19}}{4}\,e^{-370/25.85}=2.73\times10^{12}\ \text{cm}^{-3}.$$

Equation (3) with $N_D=0$ gives $p_0=5.21\times10^{14}$ cm$^{-3}$, so $f=0.00521$. The halving factor is

$$\frac{3-0.00521}{2(1.00521)}=1.490,$$

and the donor density is $N_D=7.77\times10^{14}$ cm$^{-3}$. This is 0.78% of the boron density, or about 4.4 nitrogen atoms per billion carbon atoms.

At halving, $p=2.61\times10^{14}$ cm$^{-3}$ and the ionized acceptors number $(2.61+7.77)\times10^{14}=1.04\times10^{15}$ cm$^{-3}$. They have nearly doubled while the holes have halved.

These values were tested against a solution of the full neutrality condition, with Fermi–Dirac band occupation, free electrons and donor occupation included. It also gives 1.4896 for the factor. A second test used no Fermi level: it summed the statistical weights of all relevant hole numbers in a block with 4,000,000 acceptors. Adding 31,277 donors, 1.5 times the initial mean hole number, lowered that mean from 20,851 to 10,382. The ratio is 0.4979, as $\tfrac12-0.4f$ predicts.

The response to other doses is:

| $N_D/p_0$ | $p/p_0$, full | $p/p_0$, from (5) |
|---:|---:|---:|
| 0.5 | 0.780 | 0.781 |
| 1.5 | 0.498 | 0.500 |
| 5 | 0.189 | 0.193 |
| 20 | 0.045 | 0.050 |

In the last row the donors amount to about 10% of the acceptors, and (5) is about 11% too high relative to the full solution. Equation (3) should be used there.

## Why so few donors matter

A donor has two effects in (2): it adds an ionized acceptor without adding a free hole, and it removes a neutral acceptor from the supply. The second effect can be isolated by removing $7.77\times10^{14}$ acceptors per cm$^3$ and adding no donors. The hole density then stays at 0.996 of its original value. Nearly all the reduction comes from the extra ionized acceptors, which shift the balance towards capture.

The donor level matters for the same reason. A donor has weight 1 when empty and $2e^{(E_F-E_D)/kT}$ when it keeps its electron, where $E_D$ is its level and 2 counts spin. If $E_D$ lies well below $E_F$, the donor stays neutral and does not compensate. Here $E_F$ is about 0.27 eV without donors. Placing the same donor density at a hypothetical level of 0.10 eV leaves $p/p_0=0.9995$.

Halving the hole density does not by itself predict a doubled resistance. The density of charged centres rises from $p_0$ to about $2p_0+1.5p_0=3.5p_0$, so the mobility may change as well.

## Real devices and the limits of the model

A boron density of $10^{17}$ cm$^{-3}$ is plausible for a lightly doped diamond device layer, and nitrogen at a few parts per billion is a realistic residual level in high-purity material. The temperature, however, need not stay at 300 K, because a working device heats up. At 500 K, with $E_A$ unchanged, the model gives $p_0=1.25\times10^{16}$ cm$^{-3}$ and $f=0.125$, and the halving factor falls to 1.28. The donors that halved the holes at 300 K now leave 0.967 of them. Equation (7) shows why: near $r=1$ it becomes $x\approx(1-r)(2-f)$, and the same donors are now only $x=0.062$, so $1-r\approx0.033$. The value of $p_0$ must therefore be taken at the operating temperature.

**Coulomb interactions.** Surrounding charges lower the binding energy. In linear screening, a charge $e$ feels the potential $-e/(4\pi\epsilon\lambda)$ of its own screening cloud, where $\epsilon$ is the permittivity, $\lambda=\sqrt{\epsilon kT/(e^2n_s)}$ and $n_s$ is the density of screening charge. The work of building up the charge brings a factor one half, but ionization creates two charges, a hole and an acceptor ion. The total lowering is $e^2/(4\pi\epsilon\lambda)$. For relative permittivity 5.7 and $n_s=2p_0$, $\lambda=88$ nm and the lowering is 2.9 meV.

Because $n_s$ changes with compensation, $K$ is no longer quite constant. With this lowering alone, the halving factor becomes 1.44 if only holes screen, and 1.52 if charge can also rearrange among the acceptors. The corresponding $p_0$ rises by about 4% and 6%. Both estimates leave out a further effect: added mobile charge also screens the ions that cannot rearrange, such as the donors, and so lowers their energy. Including this for randomly placed ions, still in linear screening, gives a factor of about 1.6 in both cases. These are estimates, not bounds. They show that Coulomb interactions can shift the factor by about 0.1, so the digits of 1.490 beyond the first belong to the model rather than to a real sample.

**Band parameters.** Mass and degeneracy enter through $K$. At weak ionization they therefore change $p_0$ much more than the factor; as $f\to1$ the two relative changes become comparable, and both become small. A mass of $1.1\,m_e$ gives $p_0=6.6\times10^{14}$ cm$^{-3}$ and a factor 1.487. Taking $g=6$ instead, which is closer to the effective value at 300 K because the spin-orbit splitting of the boron ground state is only a few meV, gives $4.3\times10^{14}$ cm$^{-3}$ and 1.492. Band anisotropy enters this calculation through the density-of-states mass alone.

**Small effects.** The ratio $p_0/N_v=2.9\times10^{-5}$ justifies the dilute-gas formula. The mean acceptor spacing is 21.5 nm, against a bound-state decay length of about 0.36 nm, so tunnelling overlap between acceptors is negligible at that spacing. Free electrons and neutral donors are negligible too.

**Electric field.** In a field $F$, the potential energy of a hole leaving its acceptor is $-A/r-eFr$, with $A=e^2/(4\pi\epsilon)$ and $r$ here the distance from the acceptor. Its maximum, at $r=\sqrt{A/(eF)}$, is $-2\sqrt{AeF}$. This lowering reaches $kT$ when $F=(kT)^2/(4Ae)$, or 0.0066 MV/cm here. That is far below the fields of several MV/cm that diamond devices are designed to approach, so the rule applies only to neutral, low-field regions. Since the lowering grows as $\sqrt F$, it is already $0.1\,kT$ at 66 V/cm. A neutral layer with the example's $p_0$ that carries 100 A/cm$^2$ at an assumed mobility of 1500 cm$^2$/Vs holds about 800 V/cm, a lowering of about $0.35\,kT$, so a layer under device current may not count as low-field.

In a depletion region where all acceptors are ionized and holes are absent, the charge density is $-e(N_A-N_D)$. The example's donors change it by only 0.78%. A measurement of that charge would barely register donors that halve the hole density in the neutral region.

## Procedure for use

1. Compute $K$ from (1) at the operating temperature.
2. Find $p_0$ from (3) with $N_D=0$, then $f=p_0/N_A$. The hole density measured in an already compensated sample is not $p_0$.
3. Use (6) for the halving dose or (7) for another target. For $f\ll1$, the halving dose is $1.5p_0$.
4. Count compensating donors by charge. A donor that gives up $z$ electrons contributes $z$ to the neutrality condition, so $N_D$ stands for the total donor charge density divided by $e$.
5. Confirm that the donor levels lie many $kT$ above $E_F$ and that the region is neutral, with a field lowering $2\sqrt{AeF}$ small compared with $kT$.

Further digits and intermediate values for most of these results are in the numerical output.

## Numbers as computed

```
acceptor binding energy 0.37 eV; density 1.0e+17 cm^-3
hole mass 0.80 m_e; degeneracy 4; T 300 K
gap 5.47 eV; donor depth 1.70 eV
relative permittivity 5.7; lattice constant 0.357 nm
thermal energy kT = 25.85 meV
effective density of states N_v = 1.796e+19 cm^-3
mass-action constant K = 2.732e+12 cm^-3
uncompensated hole density p0 = 5.213e+14 cm^-3
weak-limit estimate sqrt(K N_A) = 5.226e+14 cm^-3
ionized fraction f = 0.521 %
Fermi level: no donors 0.2701 eV, halved 0.2880 eV
halving donor density, numerical = 7.765e+14 cm^-3
  same, atomic parts per billion = 4.42 ppb
  same, divided by p0 = 1.4896
  closed formula for this factor = 1.4896
  same, divided by N_A = 0.777 %
halved hole density = 2.606e+14 cm^-3
ionized acceptors when halved = 1.037e+15 cm^-3
p/p0 with exactly 1.5 p0 donors = 0.49791
canonical sum: acceptors 4000000, donors 31277
  mean holes before 20851.2, after 10381.9
  ratio after/before = 0.49791
N_D/p0 =  0.5: p/p0 full 0.7801, weak 0.7808
N_D/p0 =  1.5: p/p0 full 0.4979, weak 0.5000
N_D/p0 =  5.0: p/p0 full 0.1885, weak 0.1926
N_D/p0 = 20.0: p/p0 full 0.0449, weak 0.0499
p/p0, acceptors removed, no donors = 0.9961
p/p0, donor level at 0.10 eV = 0.9995
shallow 0.05 eV, N_A 1e15 cm^-3: f = 0.9985
  halving factor = 0.5008
500 K: p0 = 1.255e+16 cm^-3, f = 12.55 %
500 K: halving factor = 1.2771
500 K: p/p0 with the 300 K halving donors = 0.9674
mass 1.1 m_e: p0 6.614e+14 cm^-3, factor 1.4869
degeneracy 6: p0 4.258e+14 cm^-3, factor 1.4915
screening length, holes + acceptors = 88.4 nm
binding-energy lowering there = 2.86 meV
screening by holes: p0 5.424e+14 cm^-3, factor 1.4438
holes + acceptors: p0 5.517e+14 cm^-3, factor 1.5156
band degeneracy measure p0/N_v = 2.90e-05
acceptor spacing 21.5 nm; decay length 0.359 nm
tunnelling overlap exp(-spacing/decay) = 8.3e-27
electron density when halved = 1.6e-68 cm^-3
neutral/ionized donors when halved = 6.4e-59
field for Poole-Frenkel lowering kT = 0.0066 MV/cm
```
